# Minority-orbital weight of a massive Dirac electron above its band edge: a numerical check

```python
"""
Result under test: in the massive Dirac model
    H = [[D/2, hv*k*exp(-i*phi)], [hv*k*exp(i*phi), -D/2]]
an upper-band electron at energy e above the band edge has weight
    w = e / (D + 2 e)
on the valence (minority) orbital.
D: gap (eV); hv: hbar times velocity (eV nm); k: wave number from K (1/nm);
phi: direction of k; e: energy above the conduction-band edge (eV).
Weights come from eigenvectors and are compared with the formula.
A three-orbital lattice model sizes what the two-band model leaves out.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq


def weight_formula(e, gap):
    return e / (gap + 2 * e)


def dirac_matrix(k, phi, top, bottom, hv):
    coupling = hv * k * np.exp(-1j * phi)
    return np.array([[top, coupling], [np.conj(coupling), bottom]])


def solve_dirac(e, top, bottom, hv, phi):
    """Find k at energy e above the edge, and the orbital weights there."""
    def mismatch(k):
        return np.linalg.eigvalsh(
            dirac_matrix(k, phi, top, bottom, hv))[1] - top - e
    k_max = 2 * (e + top - bottom) / hv
    k = brentq(mismatch, 0, k_max, xtol=1e-13)
    vectors = np.linalg.eigh(dirac_matrix(k, phi, top, bottom, hv))[1]
    return k, abs(vectors[:, 1])**2


# Rough values for monolayer MoS2
gap = 1.66
energy = 0.10
hv = 0.35
temperature = 300.0
valence_splitting = 0.15
quasiparticle_gap = 2.4
copies = 4  # two spins times two valleys

# Formula against eigenvectors: several energies, gaps, velocities, directions
for e_test in (0.001, 0.1, 1.0, 20.0):
    for gap_test in (0.3, 1.66):
        for hv_test in (0.2, 0.7):
            for phi_test in (0.0, 1.1, 4.0):
                weights = solve_dirac(e_test, gap_test / 2, -gap_test / 2,
                                      hv_test, phi_test)[1]
                assert abs(weights[1] - weight_formula(e_test, gap_test)) < 1e-8

k_example, (major, minor) = solve_dirac(energy, gap / 2, -gap / 2, hv, 0.4)
assert abs(100 * minor - 5.4) < 0.05
assert abs((hv * k_example)**2 - energy * (energy + gap)) < 1e-9
assert abs(minor / major - energy / (gap + energy)) < 1e-9

# Second road: response of the band energy to the gap at fixed k
step = 1e-4


def upper_energy(gap_value):
    return np.linalg.eigvalsh(dirac_matrix(
        k_example, 0.4, gap_value / 2, -gap_value / 2, hv))[1]


slope = (upper_energy(gap + step) - upper_energy(gap - step)) / (2 * step)
assert abs(0.5 - slope - minor) < 1e-7

# Sheet density with the zero-temperature Fermi level at the example energy
density = copies * k_example**2 / (4 * np.pi)
density_from_states = quad(
    lambda e: copies * (gap / 2 + e) / (2 * np.pi * hv**2), 0, energy)[0]
assert abs(density / density_from_states - 1) < 1e-8

# Dilute thermal gas: average the eigenvector weight over k
kT = constants.k * temperature / constants.e


def thermal_terms(k):
    values, vectors = np.linalg.eigh(
        dirac_matrix(k, 0.0, gap / 2, -gap / 2, hv))
    population = k * np.exp(-(values[1] - gap / 2) / kT)
    return population, population * abs(vectors[1, 1])**2


k_cut = np.sqrt(40 * kT * (40 * kT + gap)) / hv
norm = quad(lambda k: thermal_terms(k)[0], 0, k_cut, limit=200)[0]
thermal_weight = quad(lambda k: thermal_terms(k)[1], 0, k_cut,
                      limit=200)[0] / norm
assert abs(thermal_weight - kT / (gap + 2 * kT)) < 1e-7
hot_fraction = quad(lambda k: thermal_terms(k)[0], k_example, k_cut,
                    limit=200)[0] / norm

# Spin-orbit splitting moves only the valence edge in this estimate
spin_weights = []
for shift in (valence_splitting / 2, -valence_splitting / 2):
    bottom = -gap / 2 + shift
    w_spin = solve_dirac(energy, gap / 2, bottom, hv, 0.0)[1][1]
    assert abs(w_spin - weight_formula(energy, gap / 2 - bottom)) < 1e-8
    spin_weights.append(w_spin)
weight_large_gap = solve_dirac(energy, quasiparticle_gap / 2,
                               -quasiparticle_gap / 2, hv, 0.0)[1][1]

# Three-orbital triangular lattice: d_z2, d_xy, d_x2-y2, nearest neighbours
a = 0.319
site1 = 1.05
t0, t1, t2, t11, t12, t22 = -0.18, 0.40, 0.51, 0.22, 0.34, 0.06
# second on-site energy chosen so that the gap at K equals the example gap
site2 = (site1 - 3 * t0 - gap + 1.5 * (t11 + t22) + 3 * np.sqrt(3) * t12)
K_point = np.array([4 * np.pi / (3 * a), 0.0])


def lattice_matrix(kvec):
    x, y = kvec[0] * a / 2, np.sqrt(3) * kvec[1] * a / 2
    r3 = np.sqrt(3)
    cx, sx, cy, sy = np.cos(x), np.sin(x), np.cos(y), np.sin(y)
    c2, s2 = np.cos(2 * x), np.sin(2 * x)
    h0 = 2 * t0 * (c2 + 2 * cx * cy) + site1
    h1 = -2 * r3 * t2 * sx * sy + 2j * t1 * (s2 + sx * cy)
    h2 = 2 * t2 * (c2 - cx * cy) + 2j * r3 * t1 * cx * sy
    h11 = 2 * t11 * c2 + (t11 + 3 * t22) * cx * cy + site2
    h22 = 2 * t22 * c2 + (3 * t11 + t22) * cx * cy + site2
    h12 = r3 * (t22 - t11) * sx * sy + 4j * t12 * sx * (cx - cy)
    return np.array([[h0, h1, h2], [np.conj(h1), h11, h12],
                     [np.conj(h2), np.conj(h12), h22]])


# Threefold symmetry and gap of the lattice model
cos120, sin120 = -0.5, np.sqrt(3) / 2
rotation = np.array([[cos120, -sin120], [sin120, cos120]])
k_generic = np.array([3.1, 1.7])
assert np.allclose(np.linalg.eigvalsh(lattice_matrix(k_generic)),
                   np.linalg.eigvalsh(lattice_matrix(rotation @ k_generic)),
                   atol=1e-10)
edges, orbitals = np.linalg.eigh(lattice_matrix(K_point))
assert abs(edges[1] - edges[0] - gap) < 1e-9
assert abs(abs(orbitals[0, 1]) - 1) < 1e-9  # conduction edge is pure d_z2

# Interband velocity of the lattice model at K; it must be isotropic
velocities = []
for phi in (0.0, 0.7, 2.0):
    dk = 1e-4 * np.array([np.cos(phi), np.sin(phi)])
    dH = (lattice_matrix(K_point + dk) - lattice_matrix(K_point - dk)) / 2e-4
    velocities.append(abs(orbitals[:, 1].conj() @ dH @ orbitals[:, 0]))
assert np.ptp(velocities) < 1e-5
hv_lattice = velocities[0]

# Contour at the example energy around K
contour_k, valence_w, third_w, same_k_w, same_k_e = [], [], [], [], []
for phi in np.arange(72) * 2 * np.pi / 72:
    direction = np.array([np.cos(phi), np.sin(phi)])
    k = brentq(lambda q: np.linalg.eigvalsh(
        lattice_matrix(K_point + q * direction))[1] - edges[1] - energy,
        0, 0.6 / a)
    state = np.linalg.eigh(lattice_matrix(K_point + k * direction))[1][:, 1]
    parts = abs(orbitals.conj().T @ state)**2
    contour_k.append(k)
    valence_w.append(parts[0])
    third_w.append(parts[2])
    values, vectors = np.linalg.eigh(
        dirac_matrix(k, phi, gap / 2, -gap / 2, hv_lattice))
    same_k_w.append(abs(vectors[1, 1])**2)
    same_k_e.append(values[1] - gap / 2)
lattice_weight = np.mean(valence_w)
dirac_same_k = np.mean(same_k_w)
# The lattice band is flatter than its own Dirac part, and the larger k
# explains most of the difference in weight
assert np.mean(same_k_e) > energy
assert abs(lattice_weight - dirac_same_k) < abs(lattice_weight - minor)

print("INPUTS (rough values for monolayer MoS2)")
print(f"gap D = {gap:.2f} eV")
print(f"energy above band edge e = {energy:.2f} eV")
print(f"hbar v = {hv:.2f} eV nm")
print(f"temperature = {temperature:.0f} K, kT = {kT:.5f} eV")
print("DIRAC MODEL")
print(f"energy from midgap E = {gap / 2 + energy:.3f} eV")
print(f"denominator D + 2e = {gap + 2 * energy:.3f} eV")
print(f"coupling hbar v k = {hv * k_example:.4f} eV")
print(f"wave number k = {k_example:.4f} 1/nm")
print(f"minority weight, eigenvector = {100 * minor:.3f} percent")
print(f"minority weight, formula = "
      f"{100 * weight_formula(energy, gap):.3f} percent")
print(f"majority weight = {100 * major:.3f} percent")
print(f"ratio minority/majority = {minor / major:.5f}")
print(f"dE/dD at fixed k = {slope:.5f}")
print(f"small-e estimate e/D = {100 * energy / gap:.3f} percent")
print(f"sheet density for Fermi level at e = {density * 1e14:.3e} 1/cm2")
print("THERMAL OCCUPATION (dilute gas)")
print(f"mean minority weight = {100 * thermal_weight:.3f} percent")
print(f"fraction of carriers above e = {100 * hot_fraction:.2f} percent")
print("NEGLECTED EFFECTS")
print(f"valence spin splitting = {valence_splitting:.2f} eV")
print(f"weight, spin with smaller gap = {100 * spin_weights[0]:.3f} percent")
print(f"weight, spin with larger gap = {100 * spin_weights[1]:.3f} percent")
print(f"rough quasiparticle gap = {quasiparticle_gap:.1f} eV")
print(f"weight with that gap = {100 * weight_large_gap:.3f} percent")
print("THREE-ORBITAL LATTICE MODEL (same gap, same e)")
print(f"lattice constant = {a:.3f} nm")
print(f"on-site energies = {site1:.3f}, {site2:.3f} eV")
print(f"hoppings t0, t1, t2 = {t0:.2f}, {t1:.2f}, {t2:.2f} eV")
print(f"hoppings t11, t12, t22 = {t11:.2f}, {t12:.2f}, {t22:.2f} eV")
print(f"interband hbar v at K = {hv_lattice:.4f} eV nm")
print(f"contour k: min, mean, max = {min(contour_k):.4f}, "
      f"{np.mean(contour_k):.4f}, {max(contour_k):.4f} 1/nm")
print(f"valence-orbital weight, mean = {100 * lattice_weight:.3f} percent")
print(f"valence-orbital weight, min and max = {100 * min(valence_w):.3f}, "
      f"{100 * max(valence_w):.3f} percent")
print(f"third-orbital weight, mean = {100 * np.mean(third_w):.3f} percent")
print(f"Dirac weight at same k and lattice hbar v, mean = "
      f"{100 * dirac_same_k:.3f} percent")
print(f"Dirac energy at same k and lattice hbar v, mean = "
      f"{np.mean(same_k_e):.4f} eV")
print("success")
```

Printed output:

```
INPUTS (rough values for monolayer MoS2)
gap D = 1.66 eV
energy above band edge e = 0.10 eV
hbar v = 0.35 eV nm
temperature = 300 K, kT = 0.02585 eV
DIRAC MODEL
energy from midgap E = 0.930 eV
denominator D + 2e = 1.860 eV
coupling hbar v k = 0.4195 eV
wave number k = 1.1986 1/nm
minority weight, eigenvector = 5.376 percent
minority weight, formula = 5.376 percent
majority weight = 94.624 percent
ratio minority/majority = 0.05682
dE/dD at fixed k = 0.44624
small-e estimate e/D = 6.024 percent
sheet density for Fermi level at e = 4.573e+13 1/cm2
THERMAL OCCUPATION (dilute gas)
mean minority weight = 1.510 percent
fraction of carriers above e = 2.33 percent
NEGLECTED EFFECTS
valence spin splitting = 0.15 eV
weight, spin with smaller gap = 5.602 percent
weight, spin with larger gap = 5.168 percent
rough quasiparticle gap = 2.4 eV
weight with that gap = 3.846 percent
THREE-ORBITAL LATTICE MODEL (same gap, same e)
lattice constant = 0.319 nm
on-site energies = 1.050, 2.117 eV
hoppings t0, t1, t2 = -0.18, 0.40, 0.51 eV
hoppings t11, t12, t22 = 0.22, 0.34, 0.06 eV
interband hbar v at K = 0.4342 eV nm
contour k: min, mean, max = 1.0924, 1.1233, 1.1564 1/nm
valence-orbital weight, mean = 7.425 percent
valence-orbital weight, min and max = 7.002, 7.883 percent
third-orbital weight, mean = 1.007 percent
Dirac weight at same k and lattice hbar v, mean = 6.893 percent
Dirac energy at same k and lattice hbar v, mean = 0.1327 eV
success
```
